\section*{Setting the effective-mass grid rule at abrupt semiconductor interfaces}

\section{The decision: where the mass is evaluated}

A calculation of subbands in a thin channel must say how a position-dependent mass enters the kinetic energy on a grid. One choice assigns an inverse mass to each link between neighbouring nodes. Another expands the derivative of a product and uses masses at the nodes. For the 8 nm channel treated below, with constant band-edge masses that jump between two neighbouring nodes, the first two levels of the second choice converge, as the grid is refined, to values that are too low by 1.6 and 3.5 meV.

The recommendation is to use the link form, with the inverse of the mean mass on each link and the mean potential in each cell. The reasons, and the cases in which other choices are harmless, follow from the flux across an interface.

\section{What the continuum problem requires}

The model has one parabolic band, a real positive mass, zero in-plane momentum, and no magnetic field. Let $m(z)$ be the mass in units of the electron mass $m_e$, $w=1/m$, and $T_0=\hbar^2/(2m_e)$. The BenDaniel--Duke Hamiltonian is
\begin{equation}
H=-T_0\frac{d}{dz}w(z)\frac{d}{dz}+V(z).
\label{eq:H}
\end{equation}
This operator ordering is part of the model; other Hermitian orderings can give other interface conditions.

Define the flux $J=w\psi'$. The eigenvalue equation reads
\begin{equation}
T_0J'=(V-E)\psi .
\label{eq:flux}
\end{equation}
Integrate it from $z_0-\epsilon$ to $z_0+\epsilon$ around an interface. The right side is bounded, so its integral vanishes as $\epsilon\to0$, and $J$ is continuous. Since $\psi'=mJ$ is then bounded, $\psi$ is continuous too. The slope jumps when the mass jumps. The current $(\hbar/m_e)\,\mathrm{Im}(\psi^*J)$ is a product of continuous quantities and is therefore continuous.

\section{Building the recommended matrix}

Take nodes $z_i$ with spacing $h$. The cell of node $i$ runs between the midpoints $z_{i\pm1/2}$. Integrating \eqref{eq:flux} over it gives
\begin{equation}
-T_0(J_{i+1/2}-J_{i-1/2})+\int_{\rm cell}(V-E)\psi\,dz=0 .
\label{eq:cell}
\end{equation}
To obtain the flux from node values, integrate $\psi'=mJ$ over a link. The continuous factor $J$ can be replaced by its midpoint value at leading order; the possibly discontinuous $m$ cannot:
\begin{equation}
\psi_{i+1}-\psi_i=\int_{z_i}^{z_{i+1}}mJ\,dz
\simeq J_{i+1/2}\int_{z_i}^{z_{i+1}}m\,dz .
\end{equation}
Hence
\begin{equation}
J_{i+1/2}\simeq w_{i+1/2}\frac{\psi_{i+1}-\psi_i}{h},
\qquad
w_{i+1/2}=\frac{h}{\int_{z_i}^{z_{i+1}}m\,dz}.
\label{eq:link}
\end{equation}
Insert this in \eqref{eq:cell}, replace $\psi$ in the cell by $\psi_i$, and divide by $h$:
\begin{align}
(H_h\psi)_i={}&-\frac{T_0}{h^2}\big[w_{i+1/2}(\psi_{i+1}-\psi_i)
-w_{i-1/2}(\psi_i-\psi_{i-1})\big]\nonumber\\
&+V_i\psi_i,\qquad V_i=\frac1h\int_{\rm cell}V\,dz .
\label{eq:scheme}
\end{align}

If an interface lies midway between nodes, its link has mass $(m_L+m_R)/2$. If it lies on a node, each link is uniform and the node receives the mean of the two potentials. For a general position, tabulate the cumulative integrals of $m$ and $V$ and take differences.

\subsection{Hermiticity and current}

Let $\psi$ and $\varphi$ vanish at the ends of the box. Multiply the kinetic part of \eqref{eq:scheme} by $\varphi_i^*$ and sum. The link $(i,i+1)$ occurs in row $i$ with factor $-\varphi_i^*$ and in row $i+1$ with factor $+\varphi_{i+1}^*$. Therefore
\begin{align}
\sum_i\varphi_i^*(H_h\psi)_i={}&\frac{T_0}{h^2}\sum_i w_{i+1/2}
(\varphi_{i+1}-\varphi_i)^*(\psi_{i+1}-\psi_i)\nonumber\\
&+\sum_iV_i\varphi_i^*\psi_i .
\label{eq:parts}
\end{align}
Exchanging $\varphi$ and $\psi$ gives the complex conjugate, so $H_h$ is Hermitian.

For time evolution, $i\hbar\dot\psi=H_h\psi$ gives
\begin{equation}
\frac{d|\psi_i|^2}{dt}=2\,\mathrm{Re}\frac{\psi_i^*(H_h\psi)_i}{i\hbar}
=\frac2\hbar\,\mathrm{Im}\,[\psi_i^*(H_h\psi)_i].
\end{equation}
Terms proportional to $|\psi_i|^2$ are real and drop out. Using $\mathrm{Im}(\psi_i^*\psi_{i-1})=-\mathrm{Im}(\psi_{i-1}^*\psi_i)$,
\begin{align}
\frac{d|\psi_i|^2}{dt}&=-\frac{j_{i+1/2}-j_{i-1/2}}h,\\
j_{i+1/2}&=\frac{2T_0}{\hbar h}w_{i+1/2}\,
\mathrm{Im}(\psi_i^*\psi_{i+1}).
\end{align}
In a stationary scattering state the left side is zero, and every link carries the same current at any $h$. These two properties hold for any real link weights. Accuracy needs the particular weight in \eqref{eq:link}.

\subsection{Why the mean mass gives second order}

Put samples of an exact, real, normalized bound state into the discrete equation. Define the flux and cell errors
\begin{align}
\varepsilon_{i+1/2}&=w_{i+1/2}\frac{\psi_{i+1}-\psi_i}{h}-J_{i+1/2},\\
\eta_i&=h(V_i-E)\psi_i-\int_{\rm cell}(V-E)\psi\,dz .
\end{align}
Subtracting \eqref{eq:cell} from $h$ times the discrete equation leaves
\begin{equation}
h[(H_h-E)\psi]_i=-T_0(\varepsilon_{i+1/2}-\varepsilon_{i-1/2})+\eta_i .
\end{equation}
Multiply by $\psi_i$ and sum by parts as before:
\begin{equation}
h\sum_i\psi_i[(H_h-E)\psi]_i=
T_0\sum_i\varepsilon_{i+1/2}(\psi_{i+1}-\psi_i)+\sum_i\eta_i\psi_i .
\label{eq:error}
\end{equation}
Division by $h\sum_i\psi_i^2$, which tends to one, gives the error of the energy expectation value.

In a uniform link the part of $J$ linear about the midpoint integrates to zero, so $\varepsilon=O(h^2)$. There are $O(1/h)$ such links, each multiplied by a difference $O(h)$, for a total $O(h^2)$. On a link containing a jump the linear part survives and $\varepsilon=O(h)$; its contribution is again $O(h)\,O(h)=O(h^2)$. Uniform cells have $\eta=O(h^3)$. In a cell with a jump, the mean potential leaves $\eta=-\int(V-E)(\psi-\psi_i)dz=O(h^2)$. All contributions are therefore $O(h^2)$.

The eigenvalue differs from this expectation value by a term quadratic in the eigenvector error $\chi$. The flux errors drive $\chi$ through $T_0\sum_i\varepsilon_{i+1/2}(\chi_{i+1}-\chi_i)$, which the Cauchy--Schwarz inequality bounds by $T_0(h\sum_i\varepsilon_{i+1/2}^2)^{1/2}$ times $[\sum_i(\chi_{i+1}-\chi_i)^2/h]^{1/2}$. For an isolated level the last factor is itself at most proportional to the strength of the source. The flux errors therefore contribute at most of order $h\sum_i\varepsilon_{i+1/2}^2$ to the quadratic term, which is $O(h^3)$. The cell errors have total size $\sum_i|\eta_i|=O(h^2)$ and contribute $O(h^4)$. The energy is second-order accurate wherever the interface falls.

Now suppose the link holds the mean of $1/m$ instead. At a jump midway between nodes,
\begin{equation}
\frac12\left(\frac1{m_L}+\frac1{m_R}\right)\frac{m_L+m_R}{2}
=\frac{(m_L+m_R)^2}{4m_Lm_R}>1 .
\end{equation}
The flux has a relative error that does not shrink, $\varepsilon=O(1)$ on one link, and the energy error becomes $O(h)$. The matrix is still Hermitian. Hermiticity alone is thus no certificate of second-order accuracy.

\section{What the expanded derivative does}

For smooth $w$, the product rule gives $(w\psi')'=w\psi''+w'\psi'$. Central differences at node $i$ turn this into
\begin{equation}
\frac{w_i(\psi_{i+1}-2\psi_i+\psi_{i-1})}{h^2}
+\frac{(w_{i+1}-w_{i-1})(\psi_{i+1}-\psi_{i-1})}{4h^2}.
\end{equation}
Write $d_{i+1/2}=\psi_{i+1}-\psi_i$. The second difference is $d_{i+1/2}-d_{i-1/2}$ and the central difference is $d_{i+1/2}+d_{i-1/2}$, so the expression equals $(u_id_{i+1/2}-l_id_{i-1/2})/h^2$ with
\begin{equation}
u_i=w_i+\frac{w_{i+1}-w_{i-1}}4,\quad
l_i=w_i-\frac{w_{i+1}-w_{i-1}}4 .
\end{equation}
The matrix elements joining nodes $i$ and $i+1$ are $-T_0u_i/h^2$ and $-T_0l_{i+1}/h^2$. Symmetry would require $u_i=l_{i+1}$.

Let $w=a$ up to node $i$ and $w=b$ from node $i+1$. Then
\begin{align}
u_i&=\frac{3a+b}{4}, & l_i&=\frac{5a-b}{4},\\
u_{i+1}&=\frac{5b-a}{4}, & l_{i+1}&=\frac{3b+a}{4}.
\end{align}
The two opposite elements differ by $T_0(a-b)/(2h^2)$ in size, so the matrix is not symmetric.

\subsection{The fault that survives refinement}

In the eigenvalue equation, $u_id_{i+1/2}-l_id_{i-1/2}=h^2(V_i-E)\psi_i/T_0$. The differences are $O(h)$ and the right side is $O(h^2)$. If the coefficients are nonzero, then $d_{i+1/2}/d_{i-1/2}\to l_i/u_i$ as $h\to0$. Applying this at the two interface rows,
\begin{equation}
\frac{\psi'_R}{\psi'_L}=\frac{l_i}{u_i}\frac{l_{i+1}}{u_{i+1}}
=\frac{(5a-b)(3b+a)}{(3a+b)(5b-a)} .
\end{equation}
The correct ratio is $a/b$. With $r=b/a=m_L/m_R$, the ratio of fluxes $b\psi'_R/(a\psi'_L)$ is
\begin{equation}
K=\frac{r(5-r)(3r+1)}{(3+r)(5r-1)}
\label{eq:K}
\end{equation}
instead of one. The step $h$ has cancelled: the levels converge to those of a different interface condition.

For a small jump set $s=\ln r$ and $x_1=(r-1)/4$, $x_2=(1-1/r)/4$. Each row contributes $\ln(l/u)=\ln[(1-x)/(1+x)]=-2x-2x^3/3+\dots$, while $x_1+x_2=\tfrac12\sinh s$. Hence
\begin{equation}
\ln K=s-\sinh s-\frac23\,\frac{2s^3}{64}+\dots=-\frac{3s^3}{16}+\dots
\end{equation}
A mass ratio of 1.1 gives a flux error of only about $1.6\times10^{-4}$; for small jumps the error grows with the cube of $\ln r$, and for larger ones with $1/5<r<5$ faster.

A resolved ramp is another harmless limit. Let $w$ change linearly in $n$ grid steps. To leading order the sum of $\ln(l_i/u_i)$ is minus the trapezoidal sum for $\int_a^b dw/w$: interior nodes have full weight and end nodes half weight. Its error is $O(1/n^2)$. The cubic terms number $O(n)$ and are each $O(1/n^3)$. Thus $K-1=O(1/n^2)$, and the expanded form is consistent for a smooth mass that the grid resolves.

\subsection{Real energies do not certify the matrix}

Seek weights $\rho_i$ with $\rho_iu_i=\rho_{i+1}l_{i+1}$. For a jump midway between nodes they are positive when $5a>b$ and $5b>a$, that is $1/5<r<5$. The expanded matrix is then Hermitian in the weighted product $\sum_i\rho_i\varphi_i^*\psi_i$. Its energies are real, although the ordinary norm is not conserved.

Multiplying the weight ratios across the three affected links gives
\begin{equation}
\frac{\rho_R}{\rho_L}=\frac{a}{l_i}\frac{u_i}{l_{i+1}}\frac{u_{i+1}}b=\frac1K .
\end{equation}
The conserved current is $\rho j$, so the ordinary currents obey $j_R=Kj_L$. For a wave incident on a single step, with reflection $R$ and transmission $T$,
\begin{equation}
\frac{T}{1-R}=K .
\end{equation}
Equation \eqref{eq:K} also gives $K(1/r)=1/K(r)$. A layer between two identical outer materials, with both jumps midway between nodes, therefore restores $T+R=1$. That sum cannot reveal the fault in such a structure; a single step can.

If $r$ lies outside the interval, one pair of opposite off-diagonal elements has a negative product. A two-node block with equal diagonal elements and such a pair has complex eigenvalues. A larger matrix can have them too, though the sign alone does not prove that it must.

\section{A channel with numbers}

Consider an 8.0 nm In$_{0.53}$Ga$_{0.47}$As channel between In$_{0.52}$Al$_{0.48}$As barriers. Rough typical inputs are masses $m_w=0.041$ and $m_b=0.075$, and band offset $V_0=0.50$ eV. Energies are measured from the channel band edge, and $T_0=0.0381$ eV nm$^2$.

Inside, $k=\sqrt{m_wE/T_0}$; outside, $q=\sqrt{m_b(V_0-E)/T_0}$. Continuity of $\psi$ and $J$ gives
\begin{equation}
\frac{k}{m_w}\tan\frac{kL}{2}=\frac q{m_b},\qquad
-\frac{k}{m_w}\cot\frac{kL}{2}=\frac q{m_b}
\label{eq:match}
\end{equation}
for even and odd states. The levels are $E_1=67.7$ meV and $E_2=272.3$ meV. For $E_1$, $k=0.270$ nm$^{-1}$ and $q=0.923$ nm$^{-1}$, and both sides of the even equation are 12.3 nm$^{-1}$.

\subsection{Choosing the step}

At $h=0.1$ nm with interfaces midway between nodes, the interface link mass is $(0.041+0.075)/2=0.058$. Its hopping energy is $0.0381/(0.058\times0.01)=65.7$ eV, used in both directions. The expanded form instead has 82.4 eV one way and 61.3 eV the other.

The recommended scheme then gives errors of $-0.044$ and $-0.119$ meV relative to \eqref{eq:match}. Halving $h$ gives $-0.011$ and $-0.030$ meV, the factor of four expected at second order. A test with the grid shifted by 0, 1/4, 1/2 and 3/4 of a step found the same order for the largest $E_1$ error.

The $E_2$ error is about $-11.9\,h^2$ meV with $h$ in nm, so 0.1 meV accuracy needs $h$ near 0.09 nm for this channel and alignment. With the mean inverse mass on the interface link, the $E_1$ error is 0.100 meV at $h=0.05$ nm and 0.053 meV at 0.025 nm, close to first order.

\subsection{The persistent shift}

Here $r=0.041/0.075=41/75=0.547$. Multiplying each bracket of \eqref{eq:K} by 75 gives
\begin{equation}
K=\frac{41\times334\times198}{75\times266\times130}=1.045 .
\end{equation}
The left sides of \eqref{eq:match}, multiplied by $K$, predict levels of 66.07 and 268.80 meV. Extrapolating the expanded scheme linearly from $h=0.025$ and 0.0125 nm gives 66.08 and 268.80 meV. The shifts of $-1.60$ and $-3.51$ meV are thus properties of its limit. At a finite step a first-order error of opposite sign is added: the total shifts are $-0.45$ and $-1.11$ meV at $h=0.1$ nm, and $+0.47$ and $+0.92$ meV at 0.2 nm. Good agreement at one coarse step can therefore be an accidental cancellation, which refinement undoes.

Their size follows from the weighted product. With $\rho=1$ inside and $1/K$ outside, the energy is the stationary value of
\begin{equation}
\frac{\int\rho\,(T_0w\psi'^2+V\psi^2)\,dz}{\int\rho\,\psi^2\,dz}.
\end{equation}
To first order in the change of $\rho$, the original normalized state may be kept. Outside, $\psi'^2=q^2\psi^2$ and $T_0wq^2=V_0-E$, so the kinetic and potential terms contribute equally:
\begin{equation}
\delta E\simeq-2\left(1-\frac1K\right)(V_0-E)P_b,
\end{equation}
where $P_b$ is the probability in the barriers. For the even state,
\begin{equation}
P_b=\frac{\cos^2(kL/2)/q}{L/2+\sin(kL)/(2k)+\cos^2(kL/2)/q}\simeq0.042 .
\end{equation}
Thus $\delta E_1\simeq-2(0.0435)(432\ \mathrm{meV})(0.042)\simeq-1.6$ meV. The shift grows with the mass jump through $K$ and with the product $(V_0-E)P_b$. A long barrier tail alone is not enough, because $V_0-E$ is small for a level near the barrier top.

\subsection{Scattering and time evolution}

At 0.60 eV, a wave passing from channel material over one step into barrier material should have $T=0.712$. With $h=0.05$ nm, the recommended scheme gives $R=0.288$, $T=0.712$ and a sum of one. The expanded scheme gives $R=0.305$, $T=0.727$ and a sum of 1.032; its $T/(1-R)$ is 1.045, equal to $K$.

A Gaussian packet with density width $\sigma=1$ nm was released at the channel centre on a 0.2 nm grid. After 10 fs its norm was 1.000 in the recommended scheme and 1.009 in the expanded one. Probability appears mainly because the conserved weighted norm counts barrier density at only $1/K$; at finite $h$ the two nodes beside each interface carry other weights and modify the amount.

Spreading the jump in $w$ over 1, 2, 4 and 8 steps reduces $K-1$ from 0.045 to 0.013, 0.0035 and 0.0009. For larger jumps the failure is cruder. In a flat-band box with 10 nm of each material and $h=0.2$ nm, a mass ratio of 4 gave real energies, whereas a ratio of 6 gave imaginary parts up to 0.09 eV.

\section{How far to trust the converged levels}

Of the corrections estimated here, nonparabolicity makes the largest change, through its effect on $E_2$. A two-band estimate uses $m(E)=m[1+(E-E_c)/E_g]$, where $E_c$ is the local band edge and the gap parameter $E_g$ is set, as a rough model input, to 0.75 eV in the channel and 1.45 eV in the barrier. It moves $E_1$ by $+3.2$ meV and $E_2$ by $-31$ meV. A heavier channel mass lowers a level; a lighter barrier mass increases $q/m_b$ and raises it. The second effect wins for $E_1$, the first for $E_2$.

A sheet density of $10^{12}$ cm$^{-2}$, controlled from one side with relative permittivity 14, produces a gate-side field of 0.13 MV/cm. Self-consistent Hartree bending changes $E_2-E_1$ by $-4.4$ meV. Other changes, each made alone, shift $E_1$ as follows: a 0.29 nm wider channel, about one monolayer, by $-3.3$ meV; a 5\% heavier channel mass by $-1.4$ meV; and in-plane motion at the Fermi wave number $k_F$ by $-1.1$ meV, beyond the channel's in-plane kinetic energy $T_0k_F^2/m_w$. At 300 K the second parabolic subband holds about 0.1\% of the electrons. The WKB tunnelling factor through an 8 nm bent barrier is about $2\times10^{-6}$; thinner barriers leak more. Exchange, correlation, image forces, alloy disorder and further remote bands are omitted.

These sizes put the setting in proportion. At $h=0.1$ nm the recommended scheme's error is far below the model's uncertainty, so a finer grid adds little physical accuracy here. In the fine-grid limit of the parabolic model, the expanded scheme's shift of $E_1$ equals in size that of about half a monolayer of width. A thickness or channel mass fitted to $E_1$ alone would hide it, but $E_2$ would then be too high, by about 3 meV if the thickness is fitted and about 9 meV if the channel mass is fitted. These figures belong to constant band-edge masses. With the two-band masses above, taken at the level energy, the jump is much smaller: $r\simeq0.85$ at $E_1$ and $0.88$ at $E_2$. Then $K-1$ is below $10^{-3}$, and the persistent shift of the expanded scheme falls to a few hundredths of a meV.

\section{Guidance for use}

\begin{enumerate}
\item For abrupt layers, choose link masses averaged as $m$, not as $1/m$, and average the potential over cells.
\item Choose steps that divide every layer thickness, then halve the step and also shift the grid against the interfaces. At second order, the largest error over the shifts should fall by about four. If a thickness is not a whole number of steps, the error is still bounded by a multiple of $h^2$, but a single halving can change it by a quite different factor.
\item To examine an unfamiliar implementation, send a wave over a single material step and compare $R+T$ with one. This detects a current fault; it does not detect a poor but real link average, for which the order of convergence is needed.
\item Accept an expanded derivative only if the mass ramp spans several grid steps or the mass jump is small enough for the resulting $K$.
\item Once grid errors are well below a meV, turn to nonparabolicity, band bending and layer thickness before refining further.
\end{enumerate}

The numerical output below lists most of the values behind these comparisons.

\section*{Table of computed values}
\begin{verbatim}
channel width 8.0 nm, band offset 0.50 eV
masses: channel 0.041, barrier 0.075 m_e
gaps: channel 0.75, barrier 1.45 eV
relative permittivity 14.0, temperature 300 K
hbar^2/(2 m_e) = 0.038100 eV nm^2; test box 40 nm
continuum levels E1, E2 = 0.067675, 0.272305 eV
spacing E2-E1 = 204.63 meV
interface link mass (h=0.1 nm) = 0.0580 m_e
link hoppings, channel/interface/barrier = 92.926, 65.689, 50.800 eV
naive interface hoppings, upper/lower = 82.395, 61.331 eV
conservative h=0.20 nm: errors E1, E2 = -177.32, -474.54 micro-eV
conservative h=0.10 nm: errors E1, E2 = -44.46, -118.72 micro-eV
conservative h=0.05 nm: errors E1, E2 = -11.12, -29.69 micro-eV
conservative orders E1, E2 = 1.999, 2.000
worst E1 error over 4 grid shifts, h=0.10, 0.05 nm = 44.46, 11.12 micro-eV
order of that worst error = 1.999
mean-inverse-mass link: E1 error h=0.050, 0.025 nm = 99.57, 52.54 micro-eV
order with mean inverse mass = 0.922
inverse-mass ratio r = 0.5467; naive flux factor K = 1.04546
naive E1, E2 at h=0.0125 nm = 0.066230, 0.269118 eV
naive E1, E2 extrapolated = 0.066077, 0.268803 eV
levels from K-altered matching = 0.066073, 0.268797 eV
persistent naive shifts E1, E2 = -1.602, -3.508 meV
K-1 for ramps of 1, 2, 4, 8 steps = 0.045464, 0.012915, 0.003473, 0.000903
order of ramp fault = 1.943
single step, E=0.60 eV, h=0.05 nm: continuum T = 0.71240
conservative R, T, R+T = 0.28765, 0.71235, 1.00000
naive R, T, R+T = 0.30458, 0.72704, 1.03162
naive T/(1-R) = 1.04546
packet (density sigma 1 nm, h=0.2 nm) after 10 fs:
  norm conservative, naive = 1.000000, 1.008777
largest |Im E|, naive, mass ratio 4 and 6 = 0.00e+00, 0.0918 eV
nonparabolic E1, E2 = 0.07086, 0.24106 eV
nonparabolic shifts E1, E2 = 3.19, -31.24 meV
sheet density 1.0e+12 cm^-2, gate-side field 0.129 MV/cm
band-bending change of E2-E1 = -4.415 meV
Fermi wave number 0.2507 nm^-1, Fermi energy 58.39 meV
thermal energy kT = 25.85 meV
E1 shift from in-plane motion at Fermi wave number = -1.136 meV
E1 shift for 0.29 nm wider channel = -3.270 meV
E1 shift for 5% heavier channel mass = -1.412 meV
second-subband share of electrons = 1.38e-03
WKB tunnelling factor, 8 nm bent barrier = 1.83e-06
\end{verbatim}
